# Fluctuations of an Isolated Step Limited by Terrace Diffusion, part 1

(Sections cited here and not found follow in the second part.)

## From the line energy to the cubic decay law

A step separates an upper terrace from a lower one that is one atomic layer deeper. Let $y$ run along the mean direction of the step, and let $x(y,t)$ be its displacement across that direction, positive towards the lower terrace. An atom that joins the step therefore moves it forward, and the area covered by the new layer grows by $\Omega$, the area per atom. The crystal is in equilibrium at temperature $T$, with no net deposition or evaporation, and $k$ is Boltzmann's constant. Atoms travel over the terraces as adatoms with diffusivity $D$ and density $c$ per unit area; beside a straight step this density has the equilibrium value $c_0$. The adatoms are dilute, $c_0\Omega\ll 1$, and do not interact.

The step has length $L$ and periodic ends, and $L$ will later go to infinity. Its Fourier amplitudes are defined by

$$x_q=\frac{1}{\sqrt L}\int_0^L x(y)\,e^{-iqy}\,dy,\qquad x(y)=\frac{1}{\sqrt L}\sum_q x_q\,e^{iqy},$$

with $q$ an integer multiple of $2\pi/L$. The uniform displacement $q=0$ costs no energy and is left out: $x$ is measured from the mean position of the step. The quantity sought is the temporal mean-square displacement at a fixed point of the step,

$$G(t)=\left\langle[x(y,t)-x(y,0)]^2\right\rangle ,$$

where the average is over equilibrium fluctuations. It depends on two things: how large each mode is in equilibrium, and how fast each mode forgets its value.

The size follows from the free energy. Let $\beta(\theta)$ be the free energy per unit length of a step inclined at angle $\theta$ to the $y$ axis. This is a coarse-grained quantity, in which kinks and other excursions on the atomic scale have already been averaged over. With slope $p=\partial x/\partial y$, a piece $dy$ has length $\sqrt{1+p^2}\,dy$ and angle $\theta=\arctan p=p+O(p^3)$. To second order in the slope,

$$\beta(\theta)\sqrt{1+p^2}=\left(\beta+\beta'p+\tfrac12\beta''p^2\right)\left(1+\tfrac12p^2\right)=\beta+\beta'p+\tfrac12(\beta+\beta'')p^2 ,$$

with $\beta$ and its derivatives taken at $\theta=0$. The first term is constant. The second integrates to the difference of $x$ between the ends, which vanishes for periodic ends. What remains is

$$H=\frac{\tilde\beta}{2}\int_0^L\left(\frac{\partial x}{\partial y}\right)^2dy=\frac{\tilde\beta}{2}\sum_q q^2|x_q|^2,\qquad \tilde\beta=\beta+\beta'' .$$

The stiffness $\tilde\beta$ is an energy per length. The term $\beta''$ enters because bending a step both lengthens it and turns it into other orientations.

Since $x$ is real, $x_{-q}=x_q^*$, so the terms $q$ and $-q$ describe the same pair of real variables. Write $x_q=u+iv$. The two terms together give $\tilde\beta q^2(u^2+v^2)$. Each of the two quadratic variables carries a mean energy $kT/2$, hence $\tilde\beta q^2\langle u^2\rangle=kT/2$, and the same for $v$. Adding the two,

$$S_q\equiv\langle|x_q|^2\rangle=\frac{kT}{\tilde\beta q^2}. \tag{1}$$

Long waves have the largest amplitudes, because they cost little energy. This result does not depend on how atoms move; the kinetics enters only through the rate of forgetting.

To find that rate, one needs the energy cost of adding an atom at a given place. Let the profile change by a small localized amount $\delta x(y)$ with $\int\delta x\,dy=\Omega$. To first order in $\delta x$, and with one integration by parts,

$$\delta H=\tilde\beta\int\frac{\partial x}{\partial y}\frac{\partial\,\delta x}{\partial y}\,dy=-\tilde\beta\int\frac{\partial^2x}{\partial y^2}\,\delta x\,dy .$$

If the curvature varies little over the width of the added piece, it can be taken out of the integral. The chemical potential of the step, relative to that of a straight one, is then

$$\mu(y)=-\Omega\tilde\beta\,\frac{\partial^2x}{\partial y^2}. \tag{2}$$

At a bulge towards the lower terrace the second derivative is negative and $\mu$ is positive. Atoms there are bound less well, and the bulge tends to lose them, as stability requires.

Adatoms that can freely join and leave the step come into local equilibrium with it. For a dilute gas their density beside the step is $c_0e^{\mu/kT}$. When $|\mu|\ll kT$ this becomes the linear Gibbs–Thomson relation, $\delta c=c_0\mu/kT$ for the deviation $\delta c=c-c_0$. For one mode, equation (2) gives $\mu_q=\Omega\tilde\beta q^2x_q$, so that at the step

$$\delta c_q(0)=\frac{c_0\Omega\tilde\beta}{kT}\,q^2x_q . \tag{3}$$

The boundary condition may be applied at $x=0$ instead of at the displaced step, since the unperturbed density is uniform and the shift of the boundary matters only at second order in $x_q$.

The adatoms now carry material from places of high density to places of low density. Assume for the moment that they do so quickly compared with the motion of the step. The density then satisfies Laplace's equation on each terrace,

$$\frac{\partial^2\delta c}{\partial x^2}+\frac{\partial^2\delta c}{\partial y^2}=0 .$$

Here $x$ also serves as the coordinate across the terraces. A dependence $e^{iqy}$ along the step leaves $\partial_x^2\delta c=q^2\delta c$. If the step is isolated, the solution must stay bounded far away on both sides, so

$$\delta c(x,y)\propto\delta c_q(0)\,e^{iqy}e^{-|q||x|} .$$

The disturbance reaches a distance $1/|q|$ into the terraces, the same scale as the wavelength along the step. An atom released at a crest and captured in a trough thus explores a region about as wide as it is long.

On the lower terrace, $x>0$, the number of atoms arriving at the step per unit length and time is $+D\,\partial_x\delta c$ at $x=0^+$, because the diffusion current flows down the density gradient. On the upper terrace it is $-D\,\partial_x\delta c$ at $x=0^-$. Each expression equals $-D|q|\delta c_q(0)$. The two sides add, and each atom contributes an area $\Omega$:

$$\frac{dx_q}{dt}=-2\Omega D|q|\,\delta c_q(0) .$$

Inserting equation (3) gives

$$\frac{dx_q}{dt}=-\Gamma_qx_q,\qquad \Gamma_q=B|q|^3,\qquad B=\frac{2Dc_0\Omega^2\tilde\beta}{kT}. \tag{4}$$

Two of the three powers of $q$ come from curvature, which sets the difference in density. The third comes from the density gradient, since the same difference is spread over a distance $1/|q|$. The constant $B$ has the dimension of volume per time, although no volume of matter is meant. If the upper side were fully closed to adatoms, one of the two equal currents would be missing and $B$ would be halved; the power of $q$ would remain.

The assumption of a fast adatom field can be examined by keeping the time derivative in the diffusion equation. For a mode that decays as $e^{-\Gamma t}$, the density on either side decays as $e^{-\kappa|x|}$ with

$$-\Gamma=D(\kappa^2-q^2),\qquad\text{so}\qquad \kappa=|q|\sqrt{1-\frac{\Gamma}{Dq^2}} .$$

The gradient at the step is now $\kappa\,\delta c_q(0)$ in place of $|q|\,\delta c_q(0)$. With $y_q=\Gamma/(Dq^2)$ and $\varepsilon=B|q|/D$, the rate obeys

$$y_q=\varepsilon\sqrt{1-y_q},\qquad y_q^2+\varepsilon^2y_q-\varepsilon^2=0,\qquad y_q=\frac{-\varepsilon^2+\varepsilon\sqrt{\varepsilon^2+4}}{2}. \tag{5}$$

For small $\varepsilon$ this is $y_q=\varepsilon(1-\varepsilon/2+\dots)$. The first term reproduces equation (4), and the relative correction is $-\varepsilon/2$. Since $\varepsilon=2(c_0\Omega)(\Omega\tilde\beta|q|/kT)$, diluteness of the adatoms makes it small unless the second factor is large. A dilute gas stores few atoms, so that little material is needed to adjust its density profile.

This argument concerns an established mode. At a finite time $t$ the adatoms have spread only over a distance of order $\sqrt{Dt}$, so the profile of a wave longer than that is not yet established. For such waves the gradient is set by $1/\sqrt{Dt}$ rather than by $|q|$. Their contribution to $G$ will be estimated once the sum over modes is known.

Equation (4) also assumes that nothing else lies near the step and that attachment is fast. Both assumptions can be relaxed together. Let straight neighbouring steps lie at distance $W$ on each side, held fixed and in equilibrium with their adatoms, so that $\delta c=0$ there. The solution on either terrace becomes

$$\delta c(x,y)\propto\delta c_q(0)\,e^{iqy}\,\frac{\sinh[|q|(W-|x|)]}{\sinh(|q|W)} .$$

Its inward gradient at the step is $s_q\,\delta c_q(0)$ with $s_q=|q|\coth(|q|W)$. For $|q|W\gg1$ the hyperbolic cotangent tends to one and the isolated step is recovered.

Let attachment have a finite rate coefficient $k_a$, with the dimension of velocity. The density beside the step, $\delta c_s$, then differs from its equilibrium value $\delta c_e$ given by equation (3). The current leaving the step must equal the current carried away by diffusion:

$$k_a(\delta c_e-\delta c_s)=Ds_q\,\delta c_s .$$

Solving for $\delta c_s$ gives $\delta c_s=\delta c_e/(1+ds_q)$, where $d=D/k_a$ is the attachment length. The current on that side is therefore $Ds_q\delta c_e/(1+ds_q)$. With lengths $d_1$ and $d_2$ on the lower and upper sides,

$$\Gamma_q=\frac B2q^2\left(\frac{s_q}{1+d_1s_q}+\frac{s_q}{1+d_2s_q}\right). \tag{6}$$

Equation (4), with its full prefactor, needs $|q|W\gg1$ and both $|q|d_1\ll1$ and $|q|d_2\ll1$. The first condition is mild: with fast attachment, the rate at a wavelength of $2W$ exceeds equation (4) by only $0.4\%$. If instead $|q|W\ll1$ and attachment is fast, then $s_q\to1/W$ and $\Gamma_q\to Bq^2/W$. Atoms then exchange mainly with the neighbouring steps, over a distance that no longer depends on $q$. If attachment is slow on both sides, with $d_1=d_2=d$ and $ds_q\gg1$, then $\Gamma_q\to Bq^2/d$. The bottleneck is now at the step itself, and the distance travelled over the terrace does not matter.

Atoms may also move along the edge of the step. Let $n_e$ be their number per unit length and $D_e$ their diffusivity. A gradient of chemical potential drives a current $J=-(D_en_e/kT)\,\partial_y\mu$, and conservation of atoms requires $\partial_tx=-\Omega\,\partial_yJ$. Using equation (2) for one mode,

$$\frac{dx_q}{dt}=-\frac{D_en_e\Omega}{kT}q^2\mu_q=-\frac{D_en_e\Omega^2\tilde\beta}{kT}q^4x_q=-B\ell_eq^4x_q,\qquad \ell_e=\frac{D_en_e}{2Dc_0}. \tag{7}$$

When edge and terrace transport act side by side, with fast attachment and distant neighbours, their rates add to $B(|q|^3+\ell_eq^4)$. Terrace diffusion carries more material than edge diffusion when $|q|\ell_e<1$. It wins at long wavelengths because a wide terrace offers more room to go around than the single line of the edge.

The decay law describes the mean motion after a disturbance. In equilibrium, the same exchange of atoms also supplies random motion, and its strength can be found by following individual transfers. The mean gain of atoms at a point of an isolated step was $-2D|q|\delta c_q$ in Fourier space. In real space this is an exchange between pairs of points, by virtue of the integral

$$\int_{-\infty}^{\infty}\frac{1-\cos qr}{r^2}\,dr=\pi|q| . \tag{8}$$

To obtain it, integrate by parts. The boundary terms vanish and leave $\int q\sin(qr)/r\,dr=\pi|q|$. Consequently

$$-2D|q|\,\delta c_q e^{iqy}=\frac{2D}{\pi}\int_{-\infty}^{\infty}\frac{\delta c(y+r)-\delta c(y)}{r^2}\,dr,\qquad \delta c(y)=\delta c_qe^{iqy},$$

since the odd part of $e^{iqr}$ drops out. The right side says that atoms leave a point with local density $c$ and arrive at distance $r$ at the rate $2Dc/(\pi r^2)$ per unit length of origin and per unit length of destination. Short transfers are frequent, but the distribution has a long tail, because an adatom can wander far over the terrace before it returns.

In equilibrium $c=c_0$, and for dilute adatoms the transfers are independent events. One transfer from $y'$ to $y$ changes $x_q$ by $\Omega L^{-1/2}(e^{-iqy}-e^{-iqy'})$, whose squared modulus is $2\Omega^2[1-\cos q(y-y')]/L$. Independent events add their squares. The variance of $x_q$ therefore grows by random transfers at the rate

$$N_q=\frac{1}{L}\int_0^Ldy\int_{-\infty}^{\infty}dr\,\frac{2Dc_0}{\pi r^2}\,2\Omega^2(1-\cos qr)=4Dc_0\Omega^2|q| . \tag{9}$$

Every direction of transfer has been counted once. Meanwhile, relaxation reduces the variance at the rate $2\Gamma_q$, as follows from squaring an amplitude that decays at rate $\Gamma_q$. The variance is stationary when

$$2\Gamma_qS_q=N_q,\qquad S_q=\frac{4Dc_0\Omega^2|q|}{2B|q|^3}=\frac{kT}{\tilde\beta q^2}.$$

This is the equipartition result (1), obtained here from kinetics. The random transfers and the relaxation belong to one process, and their balance gives the correct equilibrium amplitude without an adjustable noise strength.

For an isolated step with fast attachment, each mode has equilibrium variance $kT/(\tilde\beta q^2)$ and decays at the rate $B|q|^3$, and the balance between random adatom transfers and relaxation reproduces that variance. It remains to sum the modes to obtain $G(t)$, and to estimate the contribution of waves too long for their adatom profile to be established.
